\section*{Volumetric locking and selective integration in a bonded, nearly incompressible layer}

\section{A soft layer between stiff pads}

A soft silicone-type layer lies between two metal interconnect pads and is bonded to both. When the pads approach, the layer can hardly change its volume, so material must move sideways through the narrow gap. Unless the layer is so wide that compressing it takes less force, the resistance comes mainly from the shear of this motion. A finite-element mesh that cannot represent the motion compresses the material instead, and reports a force governed by the wrong modulus.

Let $x$ run along the layer and $y$ across it. The layer is long in the third direction, which gives plane strain. Long means many widths: in the incompressible thin-film limit a layer five widths long is about 13\% softer than the endless strip treated here, and a square one has only about 0.42 of its stiffness per area. Strains are small, the material is isotropic, and the pads are rigid. The energy density and stress are
\begin{equation}
W=\frac{\lambda}{2}(\nabla\!\cdot u)^2+\mu\,\varepsilon:\varepsilon,\qquad
\sigma=\lambda(\nabla\!\cdot u)I+2\mu\varepsilon ,
\end{equation}
with $\lambda,\mu>0$ and bulk modulus $K=\lambda+2\mu/3$. Nearly incompressible means $\lambda\gg\mu$. No physical constant enters, so the algebra holds in atomic units as in any consistent system.

The elements are four-node bilinear quadrilaterals. \emph{Full} integration evaluates both energy terms at $2\times2$ Gauss points. \emph{Selective} integration keeps these points for the $\mu$ term but evaluates the $\lambda$ term at the element centre, with weight 4.

\section{Why full integration locks}

On a rectangular element a bilinear displacement is
\begin{align}
u_x&=a_0+a_1x+a_2y+a_3xy,\\
u_y&=b_0+b_1x+b_2y+b_3xy,\\
\nabla\!\cdot u&=a_1+b_2+b_3x+a_3y .
\end{align}
If the energy stays bounded as $\lambda\to\infty$, the divergence must vanish at all four Gauss points. Subtracting its values at points that differ in $x$ alone gives $b_3=0$; points that differ in $y$ alone give $a_3=0$. Then $a_1+b_2=0$. One physical condition has become three.

Without $xy$ terms, the nodal values on a rectangular mesh separate: $u_x=f(x)+g(y)$ and $u_y=r(x)+q(y)$. The remaining condition, $f'+q'=0$ for every pairing of column and row, makes both slopes constant:
\begin{equation}
u_x=cx+g(y),\qquad u_y=-cy+r(x).
\end{equation}
At the bonded lower pad, $y=0$, both components vanish for all $x$. Hence $c=0$ and $r=0$, so $u_y=0$ everywhere. The upper pad cannot approach: what survives is layers sliding over each other. With six rows between pads there are five free levels, and the computed number of divergence-free motions is 5. If the sides are clamped too, it is 0.

Selective integration imposes one condition per element. On a clamped $n\times n$ square mesh there are $2(n-1)^2$ unknowns and $n^2$ conditions, not all independent. A dependence is a set of element pressures that exerts no force on any interior node. For the four elements around a node, labelled by compass direction, this requires
\begin{align}
p_{SW}+p_{NW}-p_{SE}-p_{NE}&=0,\\
p_{SW}+p_{SE}-p_{NW}-p_{NE}&=0 .
\end{align}
The sum gives $p_{SW}=p_{NE}$ and the difference gives $p_{NW}=p_{SE}$. Pressures are equal across diagonals, which leaves two free values, one for each colour of a chessboard. The number of remaining motions is therefore
\begin{equation}
2(n-1)^2-(n^2-2),
\end{equation}
which is 16 for $n=6$, as the computed rank confirms. The chessboard pressure is also a limitation: on this mesh it is invisible to the displacements, so element pressures need care even when forces are sound.

\section{The energy that is removed}

Let $\xi,\eta\in[-1,1]$ be the element coordinates, and let the sides be $h_x,h_y$. The mode $u_x=s\,\xi\eta$, $u_y=0$ has
\begin{equation}
\partial_xu_x=\frac{2s\eta}{h_x},\qquad
\partial_yu_x=\frac{2s\xi}{h_y},
\end{equation}
and $\varepsilon:\varepsilon=(\partial_xu_x)^2+\tfrac12(\partial_yu_x)^2$. The element averages of $\xi^2$ and $\eta^2$ are $1/3$, and the Gauss points reproduce them. With element area $A_e$,
\begin{equation}
E_{\rm full}=\frac{2s^2A_e}{3}
\left[\frac{\lambda+2\mu}{h_x^2}+\frac{\mu}{h_y^2}\right].
\end{equation}
At the centre the divergence of this mode is zero, so selective integration deletes $\lambda$ from the bracket:
\begin{equation}
\frac{E_{\rm full}}{E_{\rm sel}}=
\frac{(\lambda+2\mu)/h_x^2+\mu/h_y^2}{2\mu/h_x^2+\mu/h_y^2}.
\end{equation}
For $h_x=2h_y$ and $\lambda=1000\mu$ this is $251.5/1.5=167.7$, the value also found from the element matrices. The shear term $\mu/h_y^2$ remains, so the method does not cure excess shear stiffness in bending.

\section{Why the patch test survives}

The patch test asks whether a distorted mesh reproduces a linear displacement when its boundary nodes follow that displacement. Write a shape function and the coordinate $y$ on a general quadrilateral as
\begin{align}
N&=n_0+n_1\xi+n_2\eta+n_3\xi\eta,\\
y&=y_0+y_1\xi+y_2\eta+y_3\xi\eta .
\end{align}
With $J>0$ the Jacobian determinant of the map,
\begin{align}
J\,\partial_xN&=N_\xi y_\eta-N_\eta y_\xi\notag\\
&=(n_1+n_3\eta)(y_2+y_3\xi)-(n_2+n_3\xi)(y_1+y_3\eta)\notag\\
&=n_1y_2-n_2y_1+(n_1y_3-n_3y_1)\xi+(n_3y_2-n_2y_3)\eta .
\end{align}
The two $\xi\eta$ terms, each $n_3y_3$, cancel. The $y$ derivative has the same form, with $y$ replaced by $x$ and the sign reversed. Linear terms integrate to zero, hence
\begin{equation}
\int_e\nabla N\,dA=4J_0\nabla N(0),
\label{eq:mean}
\end{equation}
where $J_0$ is the central value. Replacing $N$ by $x$ shows that $J$ is linear as well, so $A_e=4J_0$. The centre divergence is thus the element mean of the divergence, whatever the distortion, provided $J>0$.

Now let $u=Hx+d$ with constant $H$ and $d$. The shape functions reproduce constants and coordinates, so the displacement gradient is $H$ at every evaluation point and $\sigma$ is constant. The $2\times2$ rule integrates the linear function $J\nabla N$ exactly, and by \eqref{eq:mean} so does the centre rule. The two parts of the nodal force recombine:
\begin{equation}
f_a=\sigma\sum_e\int_e\nabla N_a\,dA
=\sigma\oint N_a\,n\,ds=0
\end{equation}
for an interior node $a$, because $N_a$ vanishes on the rim of its patch; $n$ is the outward normal. The linear field is therefore in equilibrium.

It is also the unique solution. Zero selective energy requires $\varepsilon=0$ at the four Gauss points. Each component of $J\varepsilon$ is linear in $\xi,\eta$, and a linear function that vanishes at these four points vanishes throughout. Each element then moves rigidly, and elements sharing an edge move together. A fixed boundary excludes such motion. There are three rigid modes per element. Evaluating the shear term at the centre too would leave three strain conditions on eight unknowns, hence five zero modes. The eigenvalues of a distorted element give 3 for selective and 5 for uniform centre integration.

A distorted $4\times4$ mesh with $\lambda/\mu=10^4$ passes the test: the largest selective error is $4\times10^{-13}$ of the largest prescribed displacement. The nodal forces also satisfy
\begin{equation}
\sum_a f_a\otimes x_a=\sigma\int\sum_a\nabla N_a\otimes x_a\,dA=\sigma A ,
\end{equation}
since $\sum_a\nabla N_a\otimes x_a=I$; here $A$ is the mesh area.

The proof is planar. For eight-node bricks, $J\nabla N$ contains squares such as $\eta^2y_2(n_{12}z_{23}-n_{23}z_{12})$, where double subscripts mark coefficients of products of two element coordinates. Squares do not integrate to zero. For eight bricks of unit spacing, with each nodal coordinate shifted by up to 0.25, a constant unit pressure leaves, in one random draw, a residual of $9\times10^{-3}$ at the middle node under the centre rule; most other draws lie within a factor of about two and a half of this value. An undistorted brick contributes $1/4$ per component there. Using the element mean $\int_e\nabla N\,dV/V_e$ in place of the centre gradient restores the balance to rounding error.

\section{Error against a known field}

Take a clamped unit square with
\begin{equation}
u_x=\pi\sin^2(\pi x)\sin(2\pi y),\quad
u_y=-\pi\sin(2\pi x)\sin^2(\pi y).
\end{equation}
Its divergence is zero, so the body force that produces it is $-\mu\nabla^2u$, independent of $\lambda$. Let $h=1/n$ be the element side.

At an element centre $(x_c,y_c)$, the interpolated field has
\begin{equation}
\partial_xu_x=\frac{\pi}{h}\sin(\pi h)\cos(\pi h)
\sin(2\pi x_c)\sin(2\pi y_c),
\end{equation}
and $\partial_yu_y$ is its negative. The centre rule therefore charges this field no volumetric energy. The full rule also sees the variation inside each element. A linear variation of slope $k$ across a side $h$ has mean square $k^2h^2/12$, so to leading order the extra energy is
\begin{equation}
E_h=\frac{\lambda h^2}{24}\int\left[(\partial_x\partial_yu_x)^2+(\partial_x\partial_yu_y)^2\right]dA
=\frac{\lambda h^2\pi^6}{12},
\end{equation}
since each squared derivative integrates to $\pi^6$. For a clamped divergence-free field the shear energy is
\begin{equation}
E_\mu=\frac{\mu}{2}\int|\nabla u|^2dA=\mu\pi^4 .
\end{equation}
Try the field $Bu$ with amplitude $B$. The load does work $2BE_\mu$, so the potential is $B^2(E_\mu+E_h)-2BE_\mu$, with its minimum at
\begin{equation}
B=\frac{1}{1+\lambda h^2\pi^2/(12\mu)} .
\end{equation}
For $\lambda/\mu=10^6$ and $n=32$ this estimate gives $1.24\times10^{-3}$. The fully integrated solution, projected on the true field, has amplitude $1.27\times10^{-3}$: the mesh recovers about a thousandth of the motion. The selective errors for $n=8,16,32$, relative to the nodal norm of the true field, are 0.0122, 0.0032 and 0.0008. The last two give order 1.99. These figures indicate second order for this smooth field, not for every mesh and load.

\section{The squeezed layer}

Let the layer have thickness $h$ and half-width $a$, with $S=a/h\gg1$; from here on $h$ is the thickness. The upper pad moves down by $\delta$, and the sides $x=\pm a$ are free. Let $p$ be the pressure, positive in compression, and $\bar u$ the mean of $u_x$ across the thickness. The mean divergence of a column is $\bar u'-\delta/h$, hence
\begin{equation}
\bar u'=\frac{\delta}{h}-\frac{p}{\kappa},\qquad \kappa=\lambda+2\mu .
\label{eq:column}
\end{equation}
This $\kappa$ gives the correct stress when lateral motion is absent; other choices differ by order $\mu/\lambda$. To leading order in $1/S$, $p$ is uniform across the thickness and lateral balance reads $\mu\,\partial_y^2u_x=p'$. With bonded pads,
\begin{equation}
u_x=-\frac{p'}{2\mu}\,y(h-y),\qquad \bar u=-\frac{h^2p'}{12\mu}.
\end{equation}
Inserting $\bar u$ in \eqref{eq:column} gives
\begin{equation}
p''-\beta^2p=-\beta^2\frac{\kappa\delta}{h},\qquad
\beta^2=\frac{12\mu}{\kappa h^2}.
\end{equation}
Symmetry, $p'(0)=0$, and the free side, $p(a)=0$, select
\begin{equation}
p=\frac{\kappa\delta}{h}\left[1-\frac{\cosh\beta x}{\cosh\beta a}\right].
\end{equation}
Dividing the mean pressure by $\delta/h$ defines the apparent modulus
\begin{equation}
M=\kappa\left[1-\frac{\tanh\beta a}{\beta a}\right].
\label{eq:M}
\end{equation}
For $\beta a\ll1$, $\tanh z/z\simeq1-z^2/3$ gives $M\simeq4\mu S^2$: sideways motion controls the force. For $\beta a\gg1$, $M\to\kappa$ and the material is truly compressed. At $S=40$ and $\lambda=5000\mu$, between these limits, selective elements with 16 rows give $2551\mu$ and \eqref{eq:M} gives $2548\mu$. The last digit of the element value is not converged: the mesh limit lies near $2545\mu$.

\subsection{Error of the selective rule}

With $n_y$ rows the discrete lateral balance has the parabola as its nodal solution, but the centre rule averages $u_x$ by trapezoids:
\begin{equation}
\frac1{n_y}\sum_{j=0}^{n_y}\frac{j}{n_y}\left(1-\frac{j}{n_y}\right)
=\frac16\left(1-\frac1{n_y^2}\right).
\end{equation}
The mean motion for a given $p'$ falls by the last factor. In the incompressible thin-film limit, with fine columns, $M$ is too large by the factor $1/(1-n_y^{-2})$. The computed ratio of 2 rows to 16 rows, at $S=40$ and $\lambda/\mu=10^6$, is 1.328, as predicted. A single row has no free node between the pads and fails under either rule.

\subsection{Error of the full rule}

If compression is negligible, \eqref{eq:column} gives $\bar u=\delta x/h$. Set $u_x=xg(y)$. Zero divergence then makes $u_y$ a function of $y$ alone, so within an element the divergence varies only through $\partial_x\partial_yu_x=g'$. Let $h_y=h/n_y$ be the row height. For half the layer, the shear energy and the extra volumetric energy are
\begin{align}
E_\mu&=\frac{\mu}{2}\int_0^a x^2dx\int_0^h g'^2dy
=\frac{\mu a^3}{6}\int_0^h g'^2dy,\\
E_h&=\frac{\lambda}{2}\frac{h_y^2}{12}\,a\int_0^h g'^2dy .
\end{align}
The same parabola $g$ minimizes both. It also remains stationary when $u_x$ is varied by any $w(x,y)$ that vanishes on the pads and has zero column mean: integration by parts in $y$ leaves the constant $g''$ times $\int w\,dy$ or $\int\partial_xw\,dy$, both zero. At fixed $\delta$ the modulus is proportional to the energy, so
\begin{equation}
\frac{M_{\rm full}}{M_{\rm sel}}=1+\frac{\lambda h_y^2}{4\mu a^2}.
\label{eq:lock}
\end{equation}
This requires $S\gg1$ and $M_{\rm full}\ll\kappa$. For $S=20$, $\lambda/\mu=10^6$ and 8 rows it predicts 10.77, and the elements give 10.63; for 16 rows both give 3.44. The full rule does converge, but the error equals the answer at $h_y=2a\sqrt{\mu/\lambda}$.

\section{A layer of ten micrometres}

Take $\mu=0.1$~MPa and $K=1000$~MPa, rough values for a soft silicone, with $h=10\,000$~nm, width $2a=100\,000$~nm and $\delta=20$~nm. Then $S=5$, $\delta/h=0.002$ and Poisson's ratio is 0.49995. The leading estimate is $4\times0.1\times5^2=10$~MPa, and \eqref{eq:M} gives 9.88~MPa. With square elements:
\begin{center}
\begin{tabular}{rrrrr}
rows & full (MPa) & selective (MPa) & ratio & Eq.~\eqref{eq:lock}\\
2 & 257.7 & 13.58 & 18.98 & 26.00\\
4 & 72.2 & 10.86 & 6.65 & 7.25\\
8 & 25.8 & 10.28 & 2.51 & 2.56\\
16 & 14.2 & 10.12 & 1.41 & 1.39\\
32 & 11.3 & 10.07 & 1.12 & 1.10
\end{tabular}
\end{center}
With two rows the full result is a quarter of $\kappa$, outside the range of \eqref{eq:lock}. On the finest meshes the ratio exceeds the law, which is derived for $S\gg1$ and leaves out the corners where the bonded pads meet the free sides. The strain is singular there, and the corner error takes a growing share as the rest shrinks. The selective value changes by 0.5\% in the last refinement. Extrapolating the last two full results with an error proportional to $h_y^2$ gives $(4\times11.313-14.219)/3=10.34$~MPa, within 3\% of the selective value. This is only a rough check, because the corner error falls more slowly than $h_y^2$. Further refinement lowers the selective value by about 0.03~MPa, to 10.04~MPa, while the full value is still 10.33~MPa at 128 rows. The modulus is thus about 10~MPa, or $6.3\times10^{-5}$~eV/\AA$^3$.

The mean pressure on the pads is $10.07\times0.002$~MPa $=20.1$~kPa. Four fully integrated rows would report 144~kPa. The pressure at mid-width, averaged over a column of elements to suppress any chessboard part, is 29.6~kPa with 32 rows and tends to 29.5~kPa on finer meshes, within 0.4\% of the thin-film formula.

Of the neglected effects sized here, a change of temperature matters most. For a linear expansion coefficient of roughly $3\times10^{-4}$~K$^{-1}$, heating at a fixed gap acts nearly like a squeeze of $3\alpha h=9$~nm per kelvin; a separate solution with swelling gives 0.98 of the pressure of the equal squeeze. A rise of 2.2~K therefore roughly doubles the pad pressure, and an equal fall nearly cancels it. The other estimates are smaller. Along the pads, away from the corners, the thin-film shear stays below $6S\delta/h=0.06$, modest for linear theory. At the corners themselves linear theory gives an unbounded strain, so the model cannot predict the local stress there. A surface tension of about 0.02~N/m acting on the 143~nm side bulge, taken as a parabola, adds roughly 0.2~kPa. The true bulge is steeper at the corners, which raises this to about 0.26~kPa, still of the order of 1\% of the mean pressure. This is only the change caused by the squeeze; the steady pull of the side surfaces on the pads, present before it and equal to the tension divided by $a$, about 0.4~kPa, is not counted. Pads with a modulus near $10^5$~MPa deform elastically by about 0.02~nm, 0.1\% of the squeeze. If the shear modulus is proportional to absolute temperature, it drifts by 0.3\% per kelvin near 300~K. Viscoelastic relaxation, debonding and cavitation lie outside the model and are not sized here. The values for the meshes up to 32 rows are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
planar gradient: centre minus mean, max  8.9e-16
brick patch residual, exact integration  2.3e-16
brick patch residual, centre rule        9.14e-03
zero modes full/selective/uniform        3 3 5
hourglass energy ratio, element          167.667
hourglass energy ratio, formula          167.667
clamped 6x6: free motions, full         0
clamped 6x6: free motions, selective    16
plates only 6x6: free motions, full     5
patch error, full                        4.4e-16
patch error, selective                   4.3e-13
Clamped square, lam/mu = 1e6
 n= 8 selective error 0.0122, full amplitude 8.19e-05
 n=16 selective error 0.0032, full amplitude 3.20e-04
 n=32 selective error 0.0008, full amplitude 1.27e-03
 order of selective error, last two      1.99
 selective error, distorted n=32         0.0011
Wide film S=40, modulus in units of mu
 lam/mu=1e6:  elements 6365.4, formula 6351.2
 lam/mu=5000: elements 2551.0, formula 2548.4
 2 rows/16 rows: 1.3277, formula 1.3281
Locking factor full/selective, S=20, lam/mu=1e6
 rows= 8: elements 10.632, law 10.766
 rows=16: elements 3.443, law 3.441
Worked example
 shear modulus 0.1 MPa, bulk modulus 1000 MPa
 lam 999.9333 MPa, Poisson ratio 0.499950
 thickness 10000 nm, width 100000 nm, S 5.0
 squeeze 20 nm, nominal strain 0.0020
 rows= 2: full 257.742 MPa, selective 13.583 MPa, ratio 18.975, law 25.998
 rows= 4: full 72.199 MPa, selective 10.861 MPa, ratio 6.647, law 7.250
 rows= 8: full 25.816 MPa, selective 10.281 MPa, ratio 2.511, law 2.562
 rows=16: full 14.219 MPa, selective 10.119 MPa, ratio 1.405, law 1.391
 rows=32: full 11.313 MPa, selective 10.070 MPa, ratio 1.123, law 1.098
 full, extrapolated from 16 and 32 rows  10.344 MPa
 thin-film formula for modulus           9.881 MPa
 modulus, selective, 32 rows             6.285e-05 eV/A^3
 mean plate pressure                     20.14 kPa
 centre pressure, elements                29.59 kPa
 centre pressure, thin-film formula      29.63 kPa
 largest side bulge                      142.6 nm
Neglected effects (rough inputs)
 inputs: expansion 3e-04 /K, surface tension 0.02 N/m
 inputs: metal modulus 100000 MPa, use at 300 K
 swelling/squeeze pressure, equal strain 0.9803
 squeeze equivalent to heating           9.00 nm/K
 heating that equals the squeeze         2.22 K
 shear strain at film edge (estimate)    0.060
 capillary pressure of the bulge         0.228 kPa
 metal indentation (estimate)            0.0201 nm
 rubber modulus drift, 1/T               0.33 %/K
\end{verbatim}
